# Why a Larger Hubbard U Does Not Improve Every Ceria Property

## One channel, where one U repairs everything

Take one cerium 4f spin-orbital and one oxygen orbital that share a single electron. The f level lies \(\Delta\) above the oxygen level, whose energy is set to zero, and the hopping amplitude between them is \(t\). The Hamiltonian matrix has diagonal \((0,\Delta)\) and off-diagonal \(-t\), so the ground energy is

\[
E=\frac{\Delta}{2}-\sqrt{\frac{\Delta^2}{4}+t^2}.
\]

One electron does not repel itself. Suppose, however, that an approximate functional assigns the f shell the energy \(I n(n-1)/2\), where \(I\) is the f-f repulsion and \(n\) the mean f occupation. This is right for \(n=0\) and \(n=1\), but for fractional \(n\) it gives the spurious energy \(-\tfrac12 I n(1-n)\), which rewards mixing. The usual rotationally invariant Hubbard correction adds \(+\tfrac12 U n(1-n)\). At \(U=I\) the two terms cancel for every \(n\), and the functional is exact. The gap, the energy of adding an electron and the bond strength, which sets the lattice constant, are all repaired by the same number.

This case makes the following expectation reasonable: semilocal functionals spread f electrons too much, \(U\) removes the fault, and so more \(U\) should bring every property of ceria closer to the truth. In the model below the expectation fails as soon as several f orbitals hybridize at once; in real ceria, errors of the functional outside the f shell add to this.

## A model that can be solved exactly

Let one Ce unit have \(N=14\) f spin-orbitals, each coupled to its own oxygen orbital. Each such pair is a channel. With \(n_f\) the f number operator,

\[
H=\Delta\,n_f-t\sum_m\left(f_m^\dagger p_m+p_m^\dagger f_m\right)+\frac{I}{2}n_f(n_f-1).
\]

In the model, the oxide CeO\(_2\) has \(N\) electrons per unit. This is an idealization: real CeO\(_2\) has only 12 O 2p spin-orbitals per Ce, too few to give each of the 14 f spin-orbitals its own partner. Removing an oxygen atom leaves two electrons behind, one on each of two Ce ions, as in full reduction to Ce\(_2\)O\(_3\). The electronic reduction energy per O atom is therefore

\[
R=2A,\qquad A=E(N+1)-E(N).
\]

The O\(_2\) energy and other terms independent of \(U\) are left out. They are taken to be the same in the approximate and the exact calculation, so they cancel when the two are compared; an error in the O\(_2\) energy is considered at the end. The geometry is held fixed for the gap and \(R\).

Hopping conserves the electron number of each channel. For \(M\) channels with one electron each, let \(|k\rangle\) be the normalized equal sum of all \(\binom Mk\) configurations with \(k\) electrons on f. Each configuration with \(k+1\) f electrons is reached from \(k+1\) configurations with \(k\), so

\[
\langle k+1|\sum_m f_m^\dagger p_m|k\rangle=(k+1)\sqrt{\frac{\binom M{k+1}}{\binom Mk}}=\sqrt{(k+1)(M-k)} .
\]

All hopping elements are \(-t\), so the ground state has equal signs throughout and lies in this symmetric set. Its energy \(e(M,\Delta)\) is the lowest eigenvalue of a tridiagonal matrix with diagonal \(k\Delta+Ik(k-1)/2\) and off-diagonal \(-t\sqrt{(k+1)(M-k)}\).

With \(N+1\) electrons one channel is full. It costs \(\Delta\) and repels every further f electron, which raises their level to \(\Delta+I\). With \(N-1\) electrons one channel is empty. Hence

\[
E(N)=e(N,\Delta),\quad E(N+1)=\Delta+e(N-1,\Delta+I),\quad E(N-1)=e(N-1,\Delta),
\]

and the exact gap is \(E(N+1)+E(N-1)-2E(N)\). Other distributions over channels lie higher for the parameters used below. In the oxide, for instance, one full and one empty channel cost at least \(\Delta-(N-2)t^2/(\Delta+I)=1.7\) eV, while \(E(N)\) is negative.

## The +U approximation

In a single determinant, a channel with f occupation \(n_m\) has hopping energy \(-2t\sqrt{n_m(1-n_m)}\). The approximate energy is

\[
E_U=\sum_m\left[\Delta n_m-2t\sqrt{n_m(1-n_m)}\right]+\frac I2n(n-1)+\frac U2\sum_m n_m(1-n_m),
\]

with \(n=\sum_m n_m\). At \(U=0\) it contains the self-interaction of the first section. At \(U=I\) the last two terms become \(\tfrac I2(n^2-\sum_m n_m^2)=I\sum_{m<m'}n_mn_{m'}\), which is Hartree-Fock. The correction therefore leads from a semilocal-like functional to Hartree-Fock, and for \(N>1\) Hartree-Fock is not exact.

In the oxide all channels have the same occupation \(x\). Setting the derivative with respect to \(n_m\) to zero gives

\[
D=\frac{t(1-2x)}{\sqrt{x(1-x)}},\qquad D=\Delta+I\left(Nx-\tfrac12\right)+U\left(\tfrac12-x\right).
\]

Here \(D\) is the effective f level. Writing \(x=\tfrac12(1-c)\) turns the first equation into \(D=2tc/\sqrt{1-c^2}\), so that

\[
c=\frac Dg,\qquad g=\sqrt{D^2+4t^2},\qquad \sqrt{x(1-x)}=\frac tg .
\]

The orbital matrix with diagonal \((0,D)\) and off-diagonal \(-t\) has eigenvalues separated by \(g\). This orbital gap, the one usually read from a band structure, is what is compared with the exact gap. The gap from total-energy differences, \(E_U(N+1)+E_U(N-1)-2E_U(N)\), behaves differently: in the numerical example below it falls with \(U\) and is right near \(U=6.7\) eV.

## Three properties, three responses

**Gap.** From \(x=\tfrac12(1-D/g)\) at fixed \(t\), \(dx=-(2t^2/g^3)\,dD\). The definition of \(D\) gives \(dD=(\tfrac12-x)\,dU+(NI-U)\,dx\). Eliminating \(dx\) and using \(dg/dD=D/g\),

\[
\frac{dg}{dU}=\frac Dg\,\frac{\tfrac12-x}{1+2t^2(NI-U)/g^3}>0 .
\]

The sign holds for \(D>0\), hence \(x<\tfrac12\), and \(U<NI\), as in the example. The denominator is screening: raising the f level drives charge out of the shell, which lowers the level again.

**Reduction energy.** Because \(E_U\) is stationary in the occupations, its derivative comes from the explicit \(U\) alone: \(dE_U/dU=\tfrac12\sum_m n_m(1-n_m)\). The full channel of the reduced unit contributes nothing. With \(x_+\) the occupation of its open channels,

\[
\frac{dA}{dU}=\frac12\left[(N-1)x_+(1-x_+)-Nx(1-x)\right].
\]

This is negative because \(x_+<x\). To see that, note that the open channels have \(D_+=\Delta+I(\tfrac12+(N-1)x_+)+U(\tfrac12-x_+)\), so

\[
D_+-D=I(1-x_+)+(NI-U)(x_+-x).
\]

If \(x_+\ge x\) held, \(D_+\) would exceed \(D\), and a higher level means a smaller occupation, a contradiction. Physically, \(U\) penalizes the many slightly filled orbitals of the oxide more than the one filled orbital of Ce\(^{3+}\), and so makes reduction easier.

**Lattice constant.** Let \(t\propto a^{-5}\) and add a harmonic background energy in \(a\). At equilibrium \(\partial E/\partial a=0\) for every \(U\), so

\[
\frac{da}{dU}=-\frac{E_{aU}}{E_{aa}}=-\frac{N(1-2x)}{2E_{aa}}\frac{\partial x}{\partial a}>0 .
\]

A longer bond means less hopping and less f occupation, so \(\partial x/\partial a<0\); stability requires \(E_{aa}>0\). Less mixing means a weaker bond and a longer lattice constant.

Each property thus has its own slope and its own error at \(U=0\). To linear order in \(U\), one value repairs all three only if the ratios of error to slope happen to agree.

## Weak hybridization shows that they do not agree

For small \(t\) the comparison can be made in closed form. Write \(d\) for the level of \(M\) open channels. Up to order \(t^4\) the states \(k=0,1,2\) suffice, and eliminating the last two gives

\[
e=-\frac{Mt^2}{d-e-\dfrac{2(M-1)t^2}{2d+I-e}} .
\]

Inserting \(e\approx-Mt^2/d\) on the right and expanding,

\[
e=-\frac{Mt^2}{d}+\frac{M^2t^4}{d^3}-\frac{2M(M-1)t^4}{d^2(2d+I)} .
\]

In Hartree-Fock, independent channels give \(M(-t^2/d+t^4/d^3)\) with \(x\approx t^2/d^2\). The repulsion adds \(\tfrac12IM(M-1)x^2\); the change in \(x\) that it causes matters only at higher order. The Hartree-Fock energy minus the exact one is

\[
\delta(M,d)=M(M-1)t^4\left[\frac{I}{2d^4}-\frac1{d^3}+\frac{2}{d^2(2d+I)}\right]
=\frac{M(M-1)I^2t^4}{2d^4(2d+I)} .
\]

The last two terms in the bracket combine to \(-I/[d^3(2d+I)]\), which gives the final form.

The cause is visible in the number of f pairs. Hartree-Fock has \(\tfrac12M(M-1)t^4/d^4\). The exact state has the weight of \(|2\rangle\), which is \(2M(M-1)t^4/[d^2(2d+I)^2]\), smaller by the factor \(4d^2/(2d+I)^2\). Real electrons avoid being on f together, and a determinant with these occupations cannot express that.

For a property \(P\), the best value near \(U=I\) is \(U_P=I-(P_{\rm HF}-P_{\rm exact})/(dP/dU)\).

*Lattice constant.* The background is common to both, so the exact \(a\) is reproduced when \(dE/dt\) agrees. Its error is \(4\delta(N,\Delta)/t\). Since \(dE/dU\approx\tfrac12Nt^2/\Delta^2\), its slope in \(U\) is \(Nt/\Delta^2\). Hence

\[
U_{\rm lat}=I-c_{\rm lat}t^2,\qquad c_{\rm lat}=\frac{2(N-1)I^2}{\Delta^2(2\Delta+I)} .
\]

*Gap.* Hartree-Fock has \(D=\Delta+I(N-1)t^2/\Delta^2\) and \(g\approx D+2t^2/\Delta\). The exact gap to order \(t^2\) is \(\Delta+(N+1)t^2/\Delta-(N-1)t^2/(\Delta+I)\). The difference is

\[
(N-1)t^2\left[\frac I{\Delta^2}-\frac1\Delta+\frac1{\Delta+I}\right]=\frac{(N-1)I^2t^2}{\Delta^2(\Delta+I)} ,
\]

and the slope is \(\tfrac12\), so

\[
c_{\rm gap}=\frac{2(N-1)I^2}{\Delta^2(\Delta+I)} .
\]

This error has a different origin from \(\delta\). Hartree-Fock total energies are already correct to order \(t^2\), but the orbital gap leaves out how the other channels relax when an electron is added.

*Reduction energy.* With \(\Delta'=\Delta+I\), the error of \(A\) is \(\delta(N-1,\Delta')-\delta(N,\Delta)\), and the slope is \(-\tfrac12t^2[N/\Delta^2-(N-1)/\Delta'^2]\). Therefore

\[
c_{\rm red}=I^2\,\frac{\dfrac{N(N-1)}{\Delta^4(2\Delta+I)}-\dfrac{(N-1)(N-2)}{\Delta'^4(2\Delta'+I)}}{\dfrac N{\Delta^2}-\dfrac{N-1}{\Delta'^2}} .
\]

Clearly \(c_{\rm gap}>c_{\rm lat}\). Dropping the second term of the numerator can only raise \(c_{\rm red}\), which gives

\[
c_{\rm red}\le\frac{c_{\rm lat}}{2}\left[1-\frac{N-1}{N}\frac{\Delta^2}{\Delta'^2}\right]^{-1}.
\]

This is below \(c_{\rm lat}\) whenever \(\Delta'>\sqrt2\,\Delta\), that is \(I>0.41\,\Delta\). Under that condition, and to leading order in \(t^2\), \(U_{\rm gap}<U_{\rm lat}<U_{\rm red}<I\) for \(N>1\). For \(N=1\) all three coefficients vanish, as the opening case requires.

For \(\Delta=2\) eV and \(I=8\) eV the formulas give 41.6, 34.7 and 18.0 eV\(^{-1}\) for gap, lattice and reduction. Optima located numerically at \(t=0.01\) eV give 41.6, 34.6 and 18.0 eV\(^{-1}\).

## Numbers in the regime of ceria

Now take \(t=0.5\) eV with the same \(\Delta\) and \(I\). This is too strong for the expansion, which would put the gap optimum at \(8-41.6\times0.25=-2.4\) eV, so the full equations are solved. The background stiffness is 2000 eV/nm\(^2\), and its length is chosen so that the exact model has \(a=0.5400\) nm. The exact gap is 3.02 eV and the exact \(R\) is 5.89 eV per O.

| \(U\) (eV) | gap (eV) | \(R\) (eV per O) | \(a\) (nm) |
|---|---|---|---|
| 0 | 2.58 | 8.20 | 0.5362 |
| 2 | 2.80 | 7.35 | 0.5375 |
| 4 | 3.08 | 6.64 | 0.5387 |
| 6 | 3.44 | 6.06 | 0.5400 |
| 8 | 3.88 | 5.61 | 0.5412 |

The row \(U=4\) eV can be followed by hand. The oxide has 0.3782 f electrons, so \(x=0.0270\) and

\[
D=2+8(0.3782-0.5)+4(0.5-0.0270)=2.918\ \text{eV},\qquad g=\sqrt{2.918^2+1}=3.08\ \text{eV}.
\]

The unscreened slope \((D/g)(\tfrac12-x)=0.447\) is divided by \(1+0.5\times108/3.084^3=2.84\), which leaves 0.157 eV of gap per eV of \(U\). The gap is 0.066 eV too large here, so its optimum lies about \(0.066/0.157=0.4\) eV lower.

The optima are \(U=3.6\) eV for the gap, 6.0 eV for the lattice constant and 6.7 eV for the reduction energy. Below 3.6 eV the belief is right in this model: more \(U\) improves all three. Between 3.6 and 6.7 eV the gap error grows from zero to 0.57 eV, 19 percent of the exact gap, while the error in \(R\) falls from 0.90 eV to zero. Above 6.7 eV the signs of the slopes make all three worse. Even the true repulsion, \(U=I=8\) eV, is not the best choice for any of them.

The choice may matter in calculations for ceria polishing, where the Ce\(^{3+}\) content is part of the surface chemistry. At 300 K, an error of 0.90 eV per O changes the equilibrium constant of bulk reduction, per O atom removed, by

\[
\frac{0.896}{0.02585\times2.303}\approx15\ \text{decades}.
\]

This measures the sensitivity of a bulk equilibrium; it does not predict a removal rate or a surface composition.

## What carries over to real ceria

Real ceria has a gap from O 2p to Ce 4f of roughly 3 eV, a lattice constant near 0.54 nm and a bulk modulus of roughly 200 GPa; the exact model has 226 GPa. All three model values follow from the choice of parameters, including the background stiffness, and are no evidence for the model. \(R\) should not be compared with a measured reduction enthalpy, since the omitted constants are large. Nor are the optimal \(U\) values recommendations for a particular code, because they depend on the functional and on how the f occupation is defined.

The optima also move when a target contains physics that the calculation lacks. The following shifts are linear estimates from rough inputs:

- Spin-orbit coupling, with a constant of 0.08 eV, lowers the f\(^1\) level by 0.16 eV. This moves the gap optimum by \(-1.1\) eV and the reduction optimum by \(+1.3\) eV, further apart.
- An error of 0.2 eV per O in the O\(_2\) energy moves the reduction optimum by 0.8 eV, in a direction set by its sign.
- Thermal expansion of \(10^{-5}\) K\(^{-1}\) over 300 K lengthens \(a\) by 0.0016 nm. Fitting a static calculation to that length raises the lattice optimum by 2.6 eV.

Relaxing the reduced lattice, or giving its Ce seven oxygen neighbours instead of eight, leaves the reduction optimum at 6.7 eV. Changing \(\Delta\) to 1.5 eV gives optima of 2.1, 5.8 and 6.4 eV for gap, lattice and reduction; 2.5 eV gives 4.6, 6.3 and 6.9 eV. Coupling only 12 of the 14 f spin-orbitals, to match the 12 O 2p spin-orbitals per Ce, gives 3.8, 6.1 and 6.8 eV. The oxygen bandwidth, Ce 5d states, multiplets and surfaces are not sized.

The 0.7 eV between the lattice and reduction optima is thus smaller than several neglected effects, and their order should not be carried over to real ceria. The 3.1 eV between gap and reduction is larger than each shift listed, though this does not bound the effects left unsized. It belongs to the orbital gap; with the gap taken from total-energy differences, the two optima nearly coincide in this model. Nor should the order of these two optima be carried over. If a functional makes the gap too small for reasons unrelated to the f shell, by more than 0.57 eV in this model, the gap optimum lies above the reduction optimum. Semilocal functionals are on that side for ceria: their 2p-4f gap is about 2 eV without \(U\) and stays below the measured value at the usual \(U\) of 4 to 5 eV.

The lattice constant is a weak guide to \(U\), since it changes by only about 0.0006 nm per eV. If a functional makes \(a\) too long for reasons unrelated to the f shell, by more than 0.0038 nm in this model, then \(a\) is already too long at \(U=0\) and every positive \(U\) makes it worse. PBE is on that side for ceria: its lattice constant without \(U\) is too long by roughly one percent.

The envelope argument does not depend on the model. In any variational calculation that uses this rotationally invariant correction with fixed projectors, the slope in \(U\) of an energy difference is half the difference of \(\operatorname{Tr}[\mathbf n(1-\mathbf n)]\), summed over spins and sites, where \(\mathbf n\) is the f occupation matrix. The gap follows a different rule. A \(U\) fitted to the gap is therefore no evidence that the reduction energy is right; that energy has to be checked separately, with the O\(_2\) error treated on its own. The numerical output below gives most of the values with more digits.

## Calculated quantities

```
f spin-orbitals N = 14; delta = 2.00 eV; I = 8.00 eV
hybridization t = 0.50 eV, falling as a^-5
background stiffness = 2000 eV/nm^2
background length = 0.54941 nm
bulk modulus of exact model = 226 GPa
exact gap = 3.0186 eV
exact electronic reduction energy R = 5.8887 eV per O
exact lattice constant = 0.54000 nm
U (eV) | gap (eV) | R (eV per O) | a (nm) | f count of oxide
0.0 | 2.5798 | 8.1955 | 0.53622 | 0.5473
2.0 | 2.8032 | 7.3544 | 0.53745 | 0.4606
4.0 | 3.0841 | 6.6445 | 0.53871 | 0.3782
6.0 | 3.4389 | 6.0645 | 0.53999 | 0.3025
8.0 | 3.8840 | 5.6058 | 0.54123 | 0.2360
slope of gap at U = 4 eV: 0.1575 eV/eV
slope of R at U = 4 eV: -0.3221 eV/eV
slope of a at U = 4 eV: 0.000638 nm/eV
best U for gap = 3.574 eV
best U for lattice constant = 6.018 eV
best U for reduction energy = 6.709 eV
errors at each optimum: gap (eV) | R (eV per O) | a (nm)
  U fitted to gap: 0.0000 | 0.8961 | -0.00156
  U fitted to lattice: 0.4239 | 0.1712 | 0.00000
  U fitted to reduction: 0.5670 | 0.0000 | 0.00043
R error at gap-fitted U, equilibrium constant at 300 K: 15.1 decades
weak-t coefficients, formula: gap 41.600, lattice 34.667, reduction 17.991 1/eV
weak-t coefficients, numerical at t = 0.01 eV: gap 41.574, lattice 34.626, reduction 17.965 1/eV
Neglected effects (rough inputs, linear shifts of the best U):
  spin-orbit constant 0.08 eV lowers f1 by 0.16 eV: gap U -1.07 eV, reduction U +1.35 eV
  O2 error of 0.2 eV per O: reduction U shift 0.84 eV in size
  expansion 1e-05 1/K over 300 K = 0.00162 nm: lattice U +2.56 eV
  lattice bias beyond which no positive U helps = 0.00378 nm
  relaxed reduced lattice: a = 0.54684 nm, R = 5.8000 eV per O, reduction U = 6.728 eV
  seven instead of eight O neighbours: reduction U = 6.728 eV
  delta = 1.5 eV: best U gap 2.136, lattice 5.766, reduction 6.434 eV
  delta = 2.5 eV: best U gap 4.626, lattice 6.305, reduction 6.942 eV
```
